# Suitability factor and valence scattering in oxalic acid, silicon and tungsten

## Problem

An X-ray charge density study looks for the valence electrons in intensities to which the cores also contribute. The Stevens–Coppens suitability factor estimates how favourable a crystal is:

$$S=\frac{V}{\sum_j n_{c,j}^2}.$$

Here $V$ is the volume of the unit cell, and $n_{c,j}$ is the number of core electrons of atom $j$. The sum runs over all atoms in the cell.

(a) Compute $S$ for oxalic acid dihydrate, silicon and the 5d metal tungsten, and rank them.

(b) $S$ is a volume, so it cannot itself be a share of intensity. Find how it is related to the valence and core intensities, and when it ranks them correctly.

(c) Find what survives at the angles where reflections occur, and what $S$ says about the error of a measured density.

Use these rounded, rough cells:

- Oxalic acid dihydrate: monoclinic, $a=6.12$ Å, $b=3.61$ Å, $c=12.06$ Å, $\beta=106^\circ$, with two formula units C$_2$H$_2$O$_4\cdot$2H$_2$O.
- Silicon: cubic, $a=5.43$ Å, eight atoms.
- Tungsten: body-centred cubic, $a=3.17$ Å, two atoms.

The core is $1s^2$ for C and O, the ten inner electrons for Si, and 68 electrons for W, whose valence shell is taken as $5d^46s^2$. Hydrogen has no core.

## Solution

### (a) The three values

The oxalic acid cell contains 4 C, 12 O and 12 H. Its volume is $V=abc\sin\beta=256.1$ Å$^3$. Sixteen atoms have two core electrons each, so

$$\sum_j n_{c,j}^2=16\times2^2=64,\qquad S=\frac{256.1}{64}=4.00\ \text{Å}^3.$$

For silicon and tungsten,

$$S_{\rm Si}=\frac{160.1}{8\times10^2}=0.200\ \text{Å}^3,\qquad
S_{\rm W}=\frac{31.9}{2\times68^2}=0.0034\ \text{Å}^3.$$

In nm$^3$ the three values are $4.0\times10^{-3}$, $2.0\times10^{-4}$ and $3.4\times10^{-6}$. The order is oxalic acid, silicon, tungsten. The first step down is a factor of 20 and the second a factor of 58.

### (b) From a volume to a ratio of intensities

**Averaging the intensity.** Assume kinematic scattering, in which each photon is scattered at most once, and static spherical atoms. The structure factor of reflection $\mathbf h$ is

$$F(\mathbf h)=F_c+F_v=\sum_j\left(f_{c,j}+f_{v,j}\right)e^{2\pi i\mathbf h\cdot\mathbf x_j},$$

where $\mathbf x_j$ are fractional coordinates and $f_c$, $f_v$ are the core and valence form factors in electrons. For the core part alone,

$$|F_c|^2=\sum_j f_{c,j}^2+\sum_{j\ne k}f_{c,j}f_{c,k}\,e^{2\pi i\mathbf h\cdot(\mathbf x_j-\mathbf x_k)}.$$

First hold the form factors constant and average over a box of $M^3$ reflections, absent ones included. The average of each phase factor is a product of three geometric sums. If a coordinate difference $\Delta$ is not an integer, its sum obeys

$$\left|\frac1M\sum_{h=0}^{M-1}e^{2\pi ih\Delta}\right|
=\frac1M\left|\frac{\sin\pi M\Delta}{\sin\pi\Delta}\right|
\le\frac{1}{M|\sin\pi\Delta|}\longrightarrow0 .$$

Two distinct sites in the cell differ by a non-integer in at least one coordinate, so every cross term vanishes for large $M$. Hence $\langle|F_c|^2\rangle=\sum_jf_{c,j}^2$, and the same argument gives $\langle|F_v|^2\rangle=\sum_jf_{v,j}^2$.

Real form factors depend on $s=\sin\theta/\lambda$. One then averages over a thin shell of $s$ and assumes that the phases in it are well spread. In a crystal of one element this assumption is not needed for the valence-to-core ratio, because both parts carry the same geometrical sum, which cancels.

**The zero-angle ratio.** As $s\to0$ the form factors become electron counts. The ratio of the mean intensity the valence electrons would give alone to that of the cores alone is

$$R_0=\frac{\sum_jn_{v,j}^2}{\sum_jn_{c,j}^2}.$$

Multiply and divide by $V$ and by $\sum_jn_{v,j}$:

$$R_0=\frac{V}{\sum_jn_{c,j}^2}\;\frac{\sum_jn_{v,j}}{V}\;\frac{\sum_jn_{v,j}^2}{\sum_jn_{v,j}}
=S\,\rho_v\,\bar v .$$

The second factor, $\rho_v$, is the mean valence density. The third, $\bar v$, is the number of valence electrons per atom, averaged with each electron counted once. The volume in $S$ therefore stands in for the amount of valence charge, which is a fair substitute when $\rho_v\bar v$ varies little.

For oxalic acid $\sum n_v=4\times4+12\times6+12\times1=100$ and $\sum n_v^2=64+432+12=508$. Thus $\rho_v=0.390$ e/Å$^3$, $\bar v=5.08$ and $R_0=508/64=7.94$. An explicit sum over $32^3$ reflections also gives 7.94. It used this composition and the space-group operations of the crystal, but random stand-in sites, since the average does not depend on where distinct sites lie.

The last column below is the lost share $L_0$, defined in the next step. Lithium is added as a second kind of case, with a rough cubic cell of 3.51 Å, two atoms, and one valence electron outside $1s^2$.

| Crystal | $S$ (Å$^3$) | $\rho_v$ (e/Å$^3$) | $\bar v$ | $R_0$ | $L_0$ |
|---|---:|---:|---:|---:|---:|
| Oxalic acid | 4.00 | 0.390 | 5.08 | 7.94 | 0.93 |
| Silicon | 0.200 | 0.200 | 4 | 0.160 | 0.49 |
| Tungsten | 0.0034 | 0.377 | 6 | 0.0078 | 0.16 |
| Lithium | 5.41 | 0.046 | 1 | 0.25 | 0.56 |

**When the ranking holds.** For crystals A and B with $S_A>S_B$, the order of $R_0$ is the same if

$$\frac{S_A}{S_B}>\frac{(\rho_v\bar v)_B}{(\rho_v\bar v)_A}.$$

For silicon against tungsten the left side is 58 and the right side is $(0.377\times6)/(0.200\times4)=2.8$, so the order is safe. For oxalic acid against silicon both factors favour oxalic acid.

Lithium fails the condition. Its $S$ exceeds that of oxalic acid by a factor of 1.35, but its $\rho_v\bar v$ is about 43 times smaller. It comes first by $S$ and well behind oxalic acid by $R_0$. A large volume for few core electrons helps only if it contains enough valence charge.

**Why this is still not a share.** Core and valence amplitudes interfere. The mean total intensity is

$$\sum_j(f_{c,j}+f_{v,j})^2=\sum_jf_{c,j}^2+2\sum_jf_{c,j}f_{v,j}+\sum_jf_{v,j}^2,$$

and the middle term belongs to neither part. A well-defined question is what fraction of the mean intensity would disappear if the valence electrons were removed:

$$L=1-\frac{\sum_jf_{c,j}^2}{\sum_j(f_{c,j}+f_{v,j})^2}.$$

For one element, write $x=f_v/f_c$. Then $R=x^2$, while

$$L=1-\frac{1}{(1+x)^2}=2x-3x^2+\dots$$

For a heavy atom the loss is of first order in $x$, and $R$ is of second order. Tungsten at zero angle has $x=6/68=0.088$. The two terms give $0.176-0.023=0.153$, close to the full value 0.156.

The order of $L_0$ for the three crystals of the problem agrees with that of $S$, but the contrast is far smaller. From oxalic acid to tungsten $S$ falls by a factor of about 1160, and $L_0$ by a factor of 6. Quoting $S$ as if it were proportional to the valence share would thus exaggerate the difference greatly.

### (c) Reflections at finite angle

For a spherical valence density $\rho_a(r)$,

$$f_v(s)=\int_0^\infty4\pi r^2\rho_a(r)\,\frac{\sin(4\pi sr)}{4\pi sr}\,dr .$$

The kernel first changes sign at $4\pi sr=\pi$, that is, at $r=1/(4s)$. Charge just beyond that radius subtracts from the amplitude. An extended valence shell therefore loses its scattering power at small $s$, while the compact core keeps most of its own.

The form factors below come from free atoms in a nonrelativistic local-density model with exchange but no correlation. Hydrogen has its exact $1s$ form factor. For each crystal $R=\sum f_v^2/\sum f_c^2$ is given at the first allowed reflection.

| Crystal | Reflection | $s$ (1/Å) | $R$ | $L$ |
|---|---|---:|---:|---:|
| Oxalic acid | $\bar101$ | 0.084 | 6.4 | 0.92 |
| Silicon | 111 | 0.159 | 0.013 | 0.19 |
| Tungsten | 110 | 0.223 | 0.00014 | 0.023 |

The oxalic acid entries are estimates that treat the phases as well spread. At so low an angle they are not: the waves from two atoms 1.3 Å apart differ in phase by at most $4\pi s\times1.3\ \text{Å}=1.4$ rad, so cross terms between bonded atoms remain. The ratio for the actual reflection depends on the sites and can differ from the estimate by a factor of several. With the atomic positions of the real crystal, $\bar101$ gives $R$ of about 2 and $L$ of about 0.83, still far above silicon.

In silicon $f_v=1.07$ against $f_c=9.46$, so $R=(1.07/9.46)^2=0.013$. Of the four valence electrons, the 111 reflection sees the equivalent of about one. In tungsten $f_v=0.71$ against $f_c=59.9$. Six valence electrons act like less than one, and removing them would change the intensity by 2.3%, not by the 16% suggested by the zero-angle count. The valence amplitudes depend on the atomic model: with correlation and scalar relativity included, $f_v$ becomes about 1.11 for silicon 111 and 0.65 for tungsten 110, and the tungsten loss about 2.1%.

Part of the contrast in this table arises because the crystals are compared at different angles. With $s$ held at tungsten's 0.223 1/Å, the ratios are 2.2 for oxalic acid, 0.0010 for silicon and 0.00014 for tungsten. The order survives, but silicon's lead over tungsten is only a factor of 7 (about 10 with correlation and scalar relativity). Its valence amplitude has dropped to 0.29 electrons. At this $s$ the kernel changes sign at $r=1.12$ Å, so the part of the silicon shell just beyond this radius subtracts from the contribution of the inner part. In this model $f_v$ of silicon passes through zero near $s=0.28$ 1/Å, while that of tungsten first vanishes near 0.35 1/Å, so the order at equal $s$ reverses in a window that begins just above the silicon 220 reflection ($s=0.260$ 1/Å). At 220 itself $R$ is only about $5\times10^{-5}$, below the value for tungsten 110. $S$ contains no angle and cannot warn of this.

### What $S$ says about a density map

There is a second reason for the form $V/\sum n_c^2$. The density is the Fourier sum

$$\rho(\mathbf r)=\frac1V\sum_{\mathbf h}F(\mathbf h)e^{-2\pi i\mathbf h\cdot\mathbf x}.$$

Let each intensity have a relative standard error $\varepsilon$, and take the phases as known. Since $I\propto|F|^2$, we have $\delta I/I=2\,\delta|F|/|F|$, so the error of $|F|$ is $(\varepsilon/2)|F|$. Averaging $|\delta\rho|^2$ over the cell removes all products of different Fourier waves (Parseval's theorem):

$$\overline{\delta\rho^2}=\frac1{V^2}\sum_{\mathbf h}|\delta F(\mathbf h)|^2
\;\longrightarrow\;\frac{\varepsilon^2}{4V^2}\sum_{\mathbf h}|F(\mathbf h)|^2 ,$$

where the arrow denotes the mean over the random errors. The step also holds when $\mathbf h$ and $-\mathbf h$ share the same error, because each still contributes its own square.

A reciprocal-lattice vector has length $1/d=2s$. Data up to $s_{\max}$ fill a sphere of volume $K=\frac{4\pi}{3}(2s_{\max})^3$. Each reciprocal cell has volume $1/V$, so the sphere holds about $VK$ reflections. If the cores dominate and their form factors are held at $n_c$, the mean of $|F|^2$ is $\sum n_c^2$, and

$$\overline{\delta\rho^2}=\frac{\varepsilon^2}{4V^2}\,VK\sum_jn_{c,j}^2=\frac{\varepsilon^2K}{4S},
\qquad
\sigma_\rho=\frac{\varepsilon}{2}\sqrt{\frac KS}.$$

In this estimate $S$ is inversely proportional to the mean square density error, at fixed $\varepsilon$ and $s_{\max}$.

Take $\varepsilon=2\%$ and $s_{\max}=1.0$ 1/Å, so that $K=33.5$ 1/Å$^3$. For silicon

$$\sigma_\rho=0.01\sqrt{33.5/0.200}=0.129\ \text{e/Å}^3 .$$

Maps simulated for silicon cores with random errors of this size give the same value, 0.129 e/Å$^3$.

Constant cores are a crude assumption. To remove it, replace $K\sum n_c^2$ by the integral of $\sum(f_c+f_v)^2$ over the sphere:

| Crystal | $\sigma_\rho$, constant cores | $\sigma_\rho$, full $f(s)$ | $\rho_v/\sigma_\rho$, full |
|---|---:|---:|---:|
| Oxalic acid | 0.029 | 0.027 | 14 |
| Silicon | 0.129 | 0.059 | 3.4 |
| Tungsten | 0.99 | 0.50 | 0.75 |

The errors are in e/Å$^3$. Summing over the actual reciprocal-lattice points instead of integrating shifts the full values by about 1% or less (tungsten 0.51). For silicon and tungsten the fall of the form factors roughly halves the error. For oxalic acid the cores do not dominate, and the simple formula comes close because two omissions partly offset each other: it leaves out the valence amplitude, which would raise the error, and the fall-off of the cores, which would lower it.

The last column compares the error with the mean valence density. For tungsten the error is larger than the whole mean valence density. Changes caused by bonding are a redistribution of that density, so 2% data would be a poor basis for mapping them point by point. The error is a cell average and does not say where in the cell it is concentrated.

### What the estimate leaves out

**The choice of core.** Moving the $5s^25p^6$ electrons of tungsten to the valence side leaves 60 in the core and gives $S=0.0044$ Å$^3$. Moving $4f^{14}$ as well leaves 46 and gives 0.0075 Å$^3$. Both remain far below silicon. But $R_0$ becomes $(14/60)^2=0.054$ in the first case and $(28/46)^2=0.37$ in the second, which is above silicon's 0.16. The ranking by the zero-angle ratio thus survives the first choice but not the second. At finite angle even the first choice can reverse it, because the compact $5s$ and $5p$ shells still scatter where the valence shell of silicon has lost most of its amplitude.

**The tungsten atom.** The configuration $5d^56s^1$ raises $f_v$ at 110 from 0.71 to 0.84 electrons. Relativity contracts the $6s$ shell and expands the $5d$ shell. Trial radius factors of 0.84 and 1.05 lower $f_v$ to 0.61. With $f_c$ held fixed, $R$ then lies between about $1.0\times10^{-4}$ and $2.0\times10^{-4}$, still below silicon at the same $s$. These are trial changes, not limits on the error. The factor 0.84 is the $1s$ value $\sqrt{1-(Z\alpha)^2}$ and overstates the contraction of $6s$: a scalar-relativistic version of the same model gives radius factors of about 0.90 and 1.05, $f_v=0.63$ and $R\approx1.1\times10^{-4}$.

**Extinction.** In a perfect block the reflected wave is scattered again, and the kinematic intensity is too high. Consider a sheet of thickness $d$, the spacing of the reflecting planes. It scatters like $|F|d/V$ electrons per unit area, each with amplitude $r_e$, the classical electron radius, for polarization normal to the scattering plane. Let $\rho$ here be the distance, within the sheet, from the point where the reflected wave is evaluated. The area element $2\pi\rho\,d\rho$ cancels the factor $1/\rho$ of the spherical waves. With $k=2\pi/\lambda$ and incidence at angle $\theta$ to the sheet, the incident phase factor $e^{ik\rho\cos\theta\cos\varphi}$ averaged over the direction $\varphi$ in the sheet is the Bessel function $J_0(k\rho\cos\theta)$. The sum of the spherical waves is therefore

$$2\pi\int_0^\infty e^{ik\rho}J_0(k\rho\cos\theta)\,d\rho=\frac{2\pi i}{k\sin\theta},$$

which follows from $\int_0^\infty e^{-p\rho}J_0(b\rho)\,d\rho=1/\sqrt{p^2+b^2}$ with $b=k\cos\theta$ and $p\to-ik$, approached from positive real part (vanishing damping). Its magnitude is $\lambda/\sin\theta$, which equals $2d$ by Bragg's law. The sheet therefore reflects with amplitude $-ig$, where

$$g=r_e\,\frac{|F|d}{V}\,2d=\frac{2d^2r_e|F|}{V}.$$

The sign comes from the scattering amplitude $-r_e$ of an electron. Let $N$ sheets reflect with amplitude $-i\rho_N$. At the Bragg peak the round trip between neighbouring sheets adds a phase of $2\pi$. Without absorption one sheet transmits the intensity $1-g^2$. Adding a sheet and summing all multiple reflections gives

$$-i\rho_{N+1}=-ig+\frac{(1-g^2)(-i\rho_N)}{1-(-ig)(-i\rho_N)}
\;\Rightarrow\;
\rho_{N+1}=g+\frac{(1-g^2)\rho_N}{1+g\rho_N}=\frac{g+\rho_N}{1+g\rho_N}.$$

This is the addition rule of the hyperbolic tangent, so $\rho_N=\tanh(N\,\mathrm{artanh}\,g)\approx\tanh(Ng)$ for small $g$. With $A=Ng$, the peak is reduced from the kinematic $A^2$ by the factor $(\tanh A/A)^2\approx1-2A^2/3$. A loss of 1% occurs at $A=0.123$, in a block of thickness

$$t=Nd=\frac{AV}{2d\,r_e|F|}.$$

For silicon 111, $|F|=59.6$ and $t=187$ nm. For tungsten 110, $|F|=121$ and $t=26$ nm. For oxalic acid the well-spread-phase estimate $|F|\approx27.9$ gives $t$ of about 340 nm, which is only a rough scale because the actual amplitude depends on the sites; the real positions give $|F|\approx20$ and $t$ near 470 nm.

### Comparison with real crystals

The cells are close to those of the real crystals, so the values of $S$ are realistic to the two figures that matter here. Real silicon can break the assumption of kinematic scattering: good silicon is perfect over lengths far above 187 nm. A block ten times thicker has $A=1.23$ and keeps $(\tanh1.23/1.23)^2=0.47$ of its kinematic peak. The intensity integrated over the reflection, which is what a density study uses, falls less: for reflecting planes parallel to the surface, and without absorption, it keeps $\tanh1.23/1.23=0.69$. Even that is a far larger error than the 2% assumed for the maps, and it must be corrected or avoided before the valence signal is read. Tungsten also absorbs X-rays strongly, which is not included.

Bonding changes the valence density and with it the free-atom $f_v$. Thermal motion lowers the mean scattering amplitude of each atom; in silicon and tungsten it cancels from $R$ if core and valence charge move rigidly with the nucleus. None of these effects enters $S$. For these three crystals, with the stated cores, it gives the right order at the first reflections and for the density error, though not necessarily at every angle, while the size of the valence signal has to be computed from the core and valence amplitudes of the measured reflection. The computed values are collected in the numerical output below.

## Calculated quantities

```
oxalic cell a,b,c = 6.12, 3.61, 12.06 A; beta = 106 deg
cubic cells: Si 5.43 A, W 3.17 A, Li 3.51 A
oxalic: V = 256.1 A^3, sum n_core^2 = 64
  S = 4.002 A^3 = 0.004 nm^3
  rho_v = 0.390 e/A^3, vbar = 5.08 e, R0 = 7.938, lost share = 0.931
Si: V = 160.1 A^3, sum n_core^2 = 800
  S = 0.2001 A^3 = 0.0002 nm^3
  rho_v = 0.200 e/A^3, vbar = 4.00 e, R0 = 0.16, lost share = 0.490
W: V = 31.9 A^3, sum n_core^2 = 9248
  S = 0.003445 A^3 = 3.44e-06 nm^3
  rho_v = 0.377 e/A^3, vbar = 6.00 e, R0 = 0.007785, lost share = 0.156
Li: V = 43.2 A^3, sum n_core^2 = 8
  S = 5.405 A^3 = 0.00541 nm^3
  rho_v = 0.046 e/A^3, vbar = 1.00 e, R0 = 0.25, lost share = 0.556
S ratios: oxalic/Si = 20.0, Si/W = 58.1
oxalic R0 from explicit reflection sum = 7.938
Zn check, largest gap: total 0.0143 e, 4s 0.0111 e
oxalic first reflection (-1, 0, 1): d = 5.949 A, s = 0.0840 1/A
  R = 6.38, lost share = 0.919; R at s = 0.2231 1/A: 2.17
Si first reflection (1, 1, 1): d = 3.135 A, s = 0.1595 1/A
  R = 0.0129, lost share = 0.193; R at s = 0.2231 1/A: 0.00102
W first reflection (1, 1, 0): d = 2.242 A, s = 0.2231 1/A
  R = 0.000142, lost share = 0.023; R at s = 0.2231 1/A: 0.000142
Si 111: f_core = 9.456 e, f_val = 1.073 e
Si f_val at common s = 0.287 e
W 110: f_core = 59.85 e, f_val = 0.714 e
W 110 f_val with 5d5 6s1 = 0.837 e
W 6s radius factor 0.842, 5d factor 1.05: f_val = 0.612 e
W S with 60 core electrons = 0.004424 A^3, with 46 = 0.007527 A^3
intensity error = 2 %, s_max = 1.0 1/A, K = 33.51 1/A^3
oxalic rms density error: constant core 0.029, full f(s) 0.027 e/A^3
Si rms density error: constant core 0.129, full f(s) 0.059 e/A^3
W rms density error: constant core 0.986, full f(s) 0.503 e/A^3
Si constant-core error from simulated maps = 0.129 e/A^3
1 % extinction loss at A = N g = 0.1230
oxalic: |F| = 27.9 e, 1 % loss block = 336 nm
Si: |F| = 59.6 e, 1 % loss block = 187 nm
W: |F| = 121.1 e, 1 % loss block = 26 nm
```
